# LAPW matching in an empty lattice near the linearization energy: a program that tests the result

```python
"""Empty-lattice LAPW matching in one sphere, Rydberg units (H = -Laplacian).

Result under test: radial functions u_l, udot_l = du_l/dE are taken at the
energy E_l = kappa^2, with u_l normalized in the sphere of radius R.
Matching a*u_l + b*udot_l to j_l(K r) in value and slope at R gives
    K = kappa:       b = 0, a = N_l, a*u_l(r) = j_l(kappa r);
    K near kappa:    b = N_l*delta + Ndot_l*delta^2 + O(delta^3),
where delta = K^2 - kappa^2, N_l^2 = integral_0^R j_l(kappa r)^2 r^2 dr,
and Ndot_l = dN_l/dE. Lengths are in bohr.
The radial functions come from numerical integration of the differential
equations; the formulas under test use spherical Bessel functions.
"""
import numpy as np
from scipy.integrate import solve_ivp, simpson, quad
from scipy.special import spherical_jn, eval_legendre


def radial_basis(l, energy, radius):
    """Integrate u = r^l g and udot = r^l h outward from the origin."""
    start = 1.0e-3

    def rhs(r, y):
        g, dg, h, dh = y[:4]
        friction = 2 * (l + 1) / r
        weight = r ** (2 * l + 2)
        return [dg, -friction * dg - energy * g,
                dh, -friction * dh - energy * h - g,
                g * g * weight, g * h * weight]

    initial = [1 - energy * start**2 / (4 * l + 6),
               -energy * start / (2 * l + 3),
               -start**2 / (4 * l + 6), -start / (2 * l + 3),
               start ** (2 * l + 3) / (2 * l + 3), 0.0]
    r = np.linspace(start, radius, 401)
    sol = solve_ivp(rhs, (start, radius), initial, method="DOP853",
                    t_eval=r, rtol=1e-12, atol=1e-14, max_step=0.05)
    assert sol.success
    g, dg, h, dh, norm2, overlap = sol.y
    scale = 1 / np.sqrt(norm2[-1])
    # Remove the u component, as fixed normalization demands.
    mix = overlap[-1] / norm2[-1]
    h, dh = h - mix * g, dh - mix * dg
    power = r**l
    dpower = l * r ** (l - 1.0)
    return {"r": r, "u": scale * power * g,
            "du": scale * (dpower * g + power * dg),
            "udot": scale * power * h,
            "dudot": scale * (dpower * h + power * dh)}


def match(basis, l, K):
    """Solve the value and slope equations at the sphere boundary."""
    R = basis["r"][-1]
    matrix = [[basis["u"][-1], basis["udot"][-1]],
              [basis["du"][-1], basis["dudot"][-1]]]
    target = [spherical_jn(l, K * R), K * spherical_jn(l, K * R, True)]
    return np.linalg.solve(matrix, target)


def norm_formula(l, kappa, R):
    """Closed forms of N_l and its energy derivative."""
    x = kappa * R
    j, j_next = spherical_jn(l, x), spherical_jn(l + 1, x)
    N = np.sqrt(R**3 / 2 * (j**2 + j_next**2
                            - (2 * l + 1) * j * j_next / x))
    return N, (R**3 * j**2 - 3 * N**2) / (4 * kappa**2 * N)


def mismatch_norm(basis, l, K):
    """Norm in the sphere of j_l(K r) minus the matched function."""
    a, b = match(basis, l, K)
    r = basis["r"]
    diff = spherical_jn(l, K * r) - a * basis["u"] - b * basis["udot"]
    return np.sqrt(simpson(diff**2 * r**2, x=r))


R, kappa, K = 2.0, 1.0, 1.1
energy = kappa**2
delta = K**2 - energy
l_values = range(4)
bases = {l: radial_basis(l, energy, R) for l in range(13)}
largest_b = 0.0
largest_difference = 0.0

for l in l_values:
    basis = bases[l]
    r = basis["r"]
    N, Ndot = norm_formula(l, kappa, R)
    N2_quad = quad(lambda s: (s * spherical_jn(l, kappa * s))**2, 0, R)[0]
    assert abs(N**2 - N2_quad) < 1e-10

    # The energy derivative agrees with its finite-difference definition.
    step = 1e-3
    upper = radial_basis(l, energy + step, R)["u"]
    lower = radial_basis(l, energy - step, R)["u"]
    assert np.max(abs((upper - lower) / (2 * step) - basis["udot"])) < 1e-6
    assert abs(simpson(basis["u"] * basis["udot"] * r**2, x=r)) < 1e-7

    wronskian = R**2 * (basis["du"][-1] * basis["udot"][-1]
                        - basis["u"][-1] * basis["dudot"][-1])
    assert abs(wronskian - 1) < 1e-8

    # Equal wave numbers: only u is needed, at every radius.
    a0, b0 = match(basis, l, kappa)
    difference = np.max(abs(a0 * basis["u"] - spherical_jn(l, kappa * r)))
    assert abs(b0) < 1e-8 and abs(a0 - N) < 1e-8 and difference < 1e-8
    largest_b = max(largest_b, abs(b0))
    largest_difference = max(largest_difference, difference)

    # Exact integral identities at a finite wave-number difference.
    a, b = match(basis, l, K)
    jK = spherical_jn(l, K * r)
    u_overlap = simpson(basis["u"] * jK * r**2, x=r)
    udot_overlap = simpson(basis["udot"] * jK * r**2, x=r)
    assert abs(b - delta * u_overlap) < 1e-7
    assert abs(a - (u_overlap - delta * udot_overlap)) < 1e-7

    # First- and second-order coefficients by central differences.
    d = 1e-3
    ap, bp = match(basis, l, np.sqrt(energy + d))
    am, bm = match(basis, l, np.sqrt(energy - d))
    assert abs((bp - bm) / (2 * d) / N - 1) < 1e-5
    assert abs((ap - am) / (2 * d) - Ndot) < 1e-4 * abs(Ndot) + 1e-6
    d = 1e-2
    bp = match(basis, l, np.sqrt(energy + d))[1]
    bm = match(basis, l, np.sqrt(energy - d))[1]
    second = (bp + bm - 2 * b0) / (2 * d**2)
    assert abs(second - Ndot) < 1e-3 * abs(Ndot) + 1e-5

    # Halving delta divides the remaining mismatch by about four.
    order = np.log2(mismatch_norm(basis, l, np.sqrt(energy + 0.02))
                    / mismatch_norm(basis, l, np.sqrt(energy + 0.01)))
    assert abs(order - 2) < 0.05

    # With v = j_l(sqrt(E) r), the coefficient is divided by N_l.
    x = kappa * R
    j, dj = spherical_jn(l, x), spherical_jn(l, x, True)
    ddj = -2 * dj / x - (1 - l * (l + 1) / x**2) * j
    matrix = [[j, R * dj / (2 * kappa)],
              [kappa * dj, dj / (2 * kappa) + R * ddj / 2]]
    target = [spherical_jn(l, K * R), K * spherical_jn(l, K * R, True)]
    b_unnormalized = np.linalg.solve(matrix, target)[1]
    assert abs(b_unnormalized - b / N) < 1e-7

# The matched partial waves add up to a plane wave inside the sphere.
cosine = 0.4
r = bases[0]["r"]
wave = np.zeros(len(r), dtype=complex)
for l, basis in bases.items():
    a, b = match(basis, l, kappa)
    radial = a * basis["u"] + b * basis["udot"]
    wave += (2 * l + 1) * 1j**l * radial * eval_legendre(l, cosine)
assert np.max(abs(wave - np.exp(1j * kappa * r * cosine))) < 1e-7

# Matching remains regular when u vanishes at the boundary.
kappa_node = np.pi / R
node = radial_basis(0, kappa_node**2, R)
assert abs(node["u"][-1]) < 1e-8
d = 1e-3
node_plus = match(node, 0, np.sqrt(kappa_node**2 + d))[1]
node_minus = match(node, 0, np.sqrt(kappa_node**2 - d))[1]
node_slope = (node_plus - node_minus) / (2 * d)
node_N = norm_formula(0, kappa_node, R)[0]
assert abs(node_slope / node_N - 1) < 1e-5

print(f"R = {R:.1f} bohr, kappa = {kappa:.1f}, K = {K:.1f} bohr^-1")
print(f"E_l = {energy:.3f} Ry = {energy / 2:.3f} hartree")
print(f"delta = K^2-kappa^2 = {delta:.4f} Ry = {delta / 2:.4f} hartree")
print(f"K=kappa, l=0..3: max |b| = {largest_b:.0e} Ry bohr^1.5")
print(f"K=kappa: max |a*u-j_l| = {largest_difference:.0e} (no unit)")
print("Units: u bohr^-1.5; u' bohr^-2.5; a,N bohr^1.5")
print("udot Ry^-1 bohr^-1.5; udot' Ry^-1 bohr^-2.5")
print("b Ry bohr^1.5; Ndot Ry^-1 bohr^1.5; K*j' bohr^-1")
for l in l_values:
    basis = bases[l]
    N, Ndot = norm_formula(l, kappa, R)
    a, b = match(basis, l, K)
    first = N * delta
    second = first + Ndot * delta**2
    jK = spherical_jn(l, K * R)
    djK = K * spherical_jn(l, K * R, True)
    jnorm = norm_formula(l, K, R)[0]
    relative = mismatch_norm(basis, l, K) / jnorm
    print(f"l={l}: u(R)={basis['u'][-1]:.6f}, u'(R)={basis['du'][-1]:.6f}")
    print(f"  udot(R)={basis['udot'][-1]:.6f}, "
          f"udot'(R)={basis['dudot'][-1]:.6f}")
    print(f"  j(KR)={jK:.6f}, K*j'(KR)={djK:.6f}")
    print(f"  N={N:.6f}, Ndot={Ndot:.6f}, a={a:.6f}")
    print(f"  b: matched={b:.6f}, first={first:.6f}, second={second:.6f}")
    print(f"  first-order b = {first / 2:.6f} hartree bohr^1.5")
    print(f"  first-order error={100 * (first / b - 1):.2f} %, "
          f"estimate={-100 * delta * Ndot / N:.2f} %")
    print(f"  relative mismatch norm in sphere = {relative:.2e}")

print("l=1 sweep: K (bohr^-1), matched b, first b (Ry bohr^1.5), error")
N1 = norm_formula(1, kappa, R)[0]
for K_sweep in (0.90, 0.95, 0.99, 1.01, 1.05, 1.10, 1.20):
    b = match(bases[1], 1, K_sweep)[1]
    first = N1 * (K_sweep**2 - energy)
    print(f"  {K_sweep:.2f}  {b:.6f}  {first:.6f}  "
          f"{100 * (first / b - 1):.2f} %")
print(f"Node case l=0: kappa = {kappa_node:.6f} bohr^-1")
print(f"  db/d(K^2) = {node_slope:.6f}, N = {node_N:.6f} bohr^1.5")
print("OK")
```

It prints:

```
R = 2.0 bohr, kappa = 1.0, K = 1.1 bohr^-1
E_l = 1.000 Ry = 0.500 hartree
delta = K^2-kappa^2 = 0.2100 Ry = 0.1050 hartree
K=kappa, l=0..3: max |b| = 2e-14 Ry bohr^1.5
K=kappa: max |a*u-j_l| = 4e-11 (no unit)
Units: u bohr^-1.5; u' bohr^-2.5; a,N bohr^1.5
udot Ry^-1 bohr^-1.5; udot' Ry^-1 bohr^-2.5
b Ry bohr^1.5; Ndot Ry^-1 bohr^1.5; K*j' bohr^-1
l=0: u(R)=0.416916, u'(R)=-0.399263
  udot(R)=-0.231511, udot'(R)=-0.377933
  j(KR)=0.367498, K*j'(KR)=-0.478000
  N=1.090505, Ndot=-0.438778, a=0.998208
  b: matched=0.210229, first=0.229006, second=0.209656
  first-order b = 0.114503 hartree bohr^1.5
  first-order error=8.93 %, estimate=8.45 %
  relative mismatch norm in sphere = 3.59e-03
l=1: u(R)=0.690683, u'(R)=0.030538
  udot(R)=-0.110420, udot'(R)=-0.366843
  j(KR)=0.434545, K*j'(KR)=-0.030297
  N=0.630388, Ndot=0.128653, a=0.651021
  b: matched=0.136784, first=0.132381, second=0.138055
  first-order b = 0.066191 hartree bohr^1.5
  first-order error=-3.22 %, estimate=-4.29 %
  relative mismatch norm in sphere = 7.57e-04
l=2: u(R)=0.872155, u'(R)=0.605289
  udot(R)=-0.067412, udot'(R)=-0.333432
  j(KR)=0.225063, K*j'(KR)=0.140405
  N=0.227537, Ndot=0.175502, a=0.262313
  b: matched=0.055094, first=0.047783, second=0.055522
  first-order b = 0.023891 hartree bohr^1.5
  first-order error=-13.27 %, estimate=-16.20 %
  relative mismatch norm in sphere = 2.54e-04
l=3: u(R)=1.015910, u'(R)=1.288310
  udot(R)=-0.046746, udot'(R)=-0.305365
  j(KR)=0.076962, K*j'(KR)=0.093645
  N=0.059771, Ndot=0.078548, a=0.076496
  b: matched=0.016065, first=0.012552, second=0.016016
  first-order b = 0.006276 hartree bohr^1.5
  first-order error=-21.87 %, estimate=-27.60 %
  relative mismatch norm in sphere = 1.10e-04
l=1 sweep: K (bohr^-1), matched b, first b (Ry bohr^1.5), error
  0.90  -0.113989  -0.119774  5.07 %
  0.95  -0.060093  -0.061463  2.28 %
  0.99  -0.012493  -0.012545  0.42 %
  1.01  0.012722  0.012671  -0.40 %
  1.05  0.065811  0.064615  -1.82 %
  1.10  0.136784  0.132381  -3.22 %
  1.20  0.291616  0.277371  -4.88 %
Node case l=0: kappa = 1.570796 bohr^-1
  db/d(K^2) = 0.636620, N = 0.636620 bohr^1.5
OK
```
